# Local pseudopotential stress and the alpha-Z term: a numerical check

```python
"""Stress from local pseudopotentials, including the alpha-Z term.

Result under test (Hartree atomic units, stress positive in tension):
  E_loc = (1/V) sum_{G!=0} conj(N_G) sum_I exp(-i G.R_I) v_I(G^2) + E_alpha
  E_alpha = (N_e/V) sum_I alpha_I
  stress_ab = -delta_ab E_loc/V
      - (2/V^2) sum_{G!=0} conj(N_G) sum_I exp(-i G.R_I) v_I'(G^2) G_a G_b
V: cell volume; N_G: integral of density times exp(-i G.r) over the cell;
v_I: Fourier integral of the ionic potential; v_I': derivative in G^2;
alpha_I: space integral of (potential + Z/r); N_e: number of electrons.
Model ion: -Z erf(r/(sqrt(2) rc))/r + C exp(-r^2/(2 rc^2)).
An ion is stored as (Z, rc, C, fractional position).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import erf, erfc

GRID = 15
line = np.rint(np.fft.fftfreq(GRID, 1 / GRID)).astype(int)
M = np.array(np.meshgrid(line, line, line, indexing="ij")).reshape(3, -1).T
frac_grid = (M % GRID) / GRID
images = np.array(np.meshgrid(*[np.arange(-2, 3)] * 3)).reshape(3, -1).T
basis = np.flatnonzero((M**2).sum(axis=1) <= 12)
difference = (M[basis][:, None, :] - M[basis][None, :, :]) % GRID
diff_index = (difference[..., 0] * GRID + difference[..., 1]) * GRID \
    + difference[..., 2]
PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def six(tensor):
    return np.array([tensor[a, b] for a, b in PAIRS])


def reciprocal(cell):
    G = M @ (2 * np.pi * np.linalg.inv(cell).T)
    return np.linalg.det(cell), G, (G**2).sum(axis=1)


def form_factor(g2, Z, rc, C):
    """Closed form of v(G^2) and of its derivative in G^2."""
    a = rc**2 / 2
    damp = np.exp(-a * g2)
    core = C * (2 * np.pi)**1.5 * rc**3
    value = damp * (core - 4 * np.pi * Z / g2)
    slope = damp * (4 * np.pi * Z * (1 / g2**2 + a / g2) - a * core)
    return value, slope


def alpha(Z, rc, C):
    return 2 * np.pi * Z * rc**2 + C * (2 * np.pi)**1.5 * rc**3


def potential(r, Z, rc, C):
    return (-Z * erf(r / (np.sqrt(2) * rc)) / r
            + C * np.exp(-r**2 / (2 * rc**2)))


def local_parts(cell, N, ions):
    """Energy from G != 0, alpha-Z energy, form-factor part of stress."""
    volume, G, g2 = reciprocal(cell)
    G, g2 = G[1:], g2[1:]
    total, total_slope = 0, 0
    for Z, rc, C, s in ions:
        phase = np.exp(-2j * np.pi * (M[1:] @ s))
        value, slope = form_factor(g2, Z, rc, C)
        total = total + phase * value
        total_slope = total_slope + phase * slope
    e_sum = np.sum(N[1:].conj() * total).real / volume
    e_alpha = N[0].real * sum(alpha(*ion[:3]) for ion in ions) / volume
    weight = (N[1:].conj() * total_slope).real
    return e_sum, e_alpha, -2 / volume**2 * (G.T * weight) @ G


def hartree_energy(cell, N):
    volume, _, g2 = reciprocal(cell)
    return 2 * np.pi / volume * np.sum(np.abs(N[1:])**2 / g2[1:])


def solve(cell, ions, N_start):
    """Self-consistent Hartree ground state, one doubly filled orbital."""
    volume, _, g2 = reciprocal(cell)
    v_ion = np.zeros(len(M), complex)
    for Z, rc, C, s in ions:
        v_ion[1:] += (np.exp(-2j * np.pi * (M[1:] @ s))
                      * form_factor(g2[1:], Z, rc, C)[0] / volume)
    N_in = N_start.copy()
    for _ in range(150):
        v = v_ion.copy()
        v[1:] += 4 * np.pi * N_in[1:] / (volume * g2[1:])
        H = v[diff_index] + np.diag(g2[basis] / 2)
        c = eigh(H, subset_by_index=[0, 0])[1][:, 0]
        box = np.zeros(len(M), complex)
        box[basis] = c
        psi = np.fft.ifftn(box.reshape((GRID,) * 3)) * GRID**3
        N_out = 2 * np.fft.fftn(np.abs(psi)**2).ravel() / GRID**3
        error = np.max(np.abs(N_out - N_in))
        if error < 1e-10:
            break
        N_in = N_in + 0.7 * (N_out - N_in)
    assert error < 1e-10, "self-consistency not reached"
    kinetic = np.sum(np.abs(c)**2 * g2[basis])
    e_sum, e_alpha, _ = local_parts(cell, N_out, ions)
    e_local = e_sum + e_alpha
    e_total = kinetic + hartree_energy(cell, N_out) + e_local
    return np.array([e_total, e_local]), N_out, c


def strain_slope(energy, cell, h=3e-4):
    """Central differences of energy in six strains, divided by volume."""
    rows = []
    for a, b in PAIRS:
        eps = np.zeros((3, 3))
        eps[a, b] += h / 2
        eps[b, a] += h / 2
        plus = energy(cell @ (np.eye(3) + eps))
        minus = energy(cell @ (np.eye(3) - eps))
        rows.append((plus - minus) / (2 * h * np.linalg.det(cell)))
    return np.array(rows)


def distances(cell, s_i, s_j):
    return np.linalg.norm((s_i - s_j + images) @ cell, axis=1)


def ewald(cell, ions, eta=0.5):
    volume, _, g2 = reciprocal(cell)
    charge = sum(ion[0] for ion in ions)
    S = sum(ion[0] * np.exp(-2j * np.pi * (M[1:] @ ion[3])) for ion in ions)
    e = 2 * np.pi / volume * np.sum(
        np.abs(S)**2 * np.exp(-g2[1:] / (4 * eta**2)) / g2[1:])
    e -= eta / np.sqrt(np.pi) * sum(ion[0]**2 for ion in ions)
    e -= np.pi * charge**2 / (2 * volume * eta**2)
    for p in ions:
        for q in ions:
            R = distances(cell, p[3], q[3])
            R = R[R > 1e-6]
            e += 0.5 * p[0] * q[0] * np.sum(erfc(eta * R) / R)
    return e


def neutral_atoms_direct(cell, ions, widths):
    """Real-space sum for ions dressed by neutralizing Gaussian clouds."""
    e = 0.0
    for (Zi, _, _, si), wi in zip(ions, widths):
        for (Zj, rj, Cj, sj), wj in zip(ions, widths):
            R = np.maximum(distances(cell, si, sj), 1e-9)
            b = wi**2 + 2 * rj**2
            term = 0.5 * Zi * Zj * erf(R / np.hypot(wi, wj)) / R
            term -= Zi * Zj * erf(R / np.sqrt(b)) / R
            term += Zi * Cj * (2 * rj**2 / b)**1.5 * np.exp(-R**2 / b)
            term += np.where(R > 1e-6, 0.5 * Zi * Zj / R, 0.0)
            e += np.sum(term)
    return e


cell = np.array([[7.0, 0.0, 0.0], [0.5, 7.5, 0.0], [0.3, 0.4, 8.0]])
pos_A, pos_B = np.array([0.10, 0.20, 0.10]), np.array([0.40, 0.45, 0.35])
ions = [(1.0, 0.8, 0.6, pos_A), (1.0, 1.0, 0.3, pos_B)]
volume, G, g2 = reciprocal(cell)

# Form factor, derivative and alpha from radial integrals.
k = int(np.flatnonzero((M == [0, 0, 1]).all(axis=1))[0])
for Z, rc, C, _ in ions:
    def short(r):
        return (Z * erfc(r / (np.sqrt(2) * rc)) / r
                + C * np.exp(-r**2 / (2 * rc**2)))
    a_num = quad(lambda r: 4 * np.pi * r**2 * short(r), 0, 14)[0]
    assert abs(a_num - alpha(Z, rc, C)) < 1e-7
    for q in (np.sqrt(g2[k]), 1.7, 3.0):
        v_num = -4 * np.pi * Z / q**2 + quad(
            lambda r: 4 * np.pi * r * short(r) * np.sin(q * r) / q,
            0, 14, limit=200)[0]
        d_num = 4 * np.pi * Z / q**4 + quad(
            lambda r: 4 * np.pi * r * short(r)
            * (q * r * np.cos(q * r) - np.sin(q * r)) / (2 * q**3),
            0, 14, limit=200)[0]
        v_ref, d_ref = form_factor(q**2, Z, rc, C)
        assert abs(v_num - v_ref) < 1e-6 and abs(d_num - d_ref) < 1e-6

# Neutral atoms: what the G != 0 sums miss, at two volumes.
atoms = [(3.0, 0.8, 0.6, pos_A), (1.0, 1.0, 0.3, pos_B)]
widths = [1.6, 1.8]
atom_alpha = sum(alpha(*ion[:3]) for ion in atoms)
missing = []
for scale in (1.0, 1.2):
    big = scale * cell
    vol_big, _, g2_big = reciprocal(big)
    cloud = sum(ion[0] * np.exp(-2j * np.pi * (M @ ion[3]) - g2_big * w**2 / 4)
                for ion, w in zip(atoms, widths))
    without = (hartree_energy(big, cloud) + local_parts(big, cloud, atoms)[0]
               + ewald(big, atoms))
    gap = neutral_atoms_direct(big, atoms, widths) - without
    assert abs(gap - 4 * atom_alpha / vol_big) < 1e-6
    missing.append((vol_big, gap))

# Self-consistent reference state and its analytic stress parts.
N_flat = np.zeros(len(M), complex)
N_flat[0] = 2
energies, N, c = solve(cell, ions, N_flat)
e_sum, e_alpha, s_form = local_parts(cell, N, ions)
s_volume = -np.eye(3) * e_sum / volume
s_alpha = -np.eye(3) * e_alpha / volume
s_local = s_volume + s_form + s_alpha
Gb = G[basis]
s_kin = -2 / volume * (Gb.T * np.abs(c)**2) @ Gb
e_H = hartree_energy(cell, N)
s_H = (-np.eye(3) * e_H / volume + 4 * np.pi / volume**2
       * (G[1:].T * (np.abs(N[1:])**2 / g2[1:]**2)) @ G[1:])
s_electronic = s_kin + s_H + s_local

# All electronic terms, with the orbital reconverged in each strained cell.
relaxed = strain_slope(lambda x: solve(x, ions, N)[0], cell)
error_scf = np.max(np.abs(relaxed[:, 0] - six(s_electronic)))
assert error_scf < 2e-8
local_gap = np.max(np.abs(relaxed[:, 1] - six(s_local)))
assert local_gap > 1e-6

# Local term alone: real-space integration of a short-ranged potential,
# made by placing an opposite Gaussian charge on each ion.
partners = [(-Z, 1.3, 0.0, s) for Z, _, _, s in ions]
density = (np.fft.ifftn(N.reshape((GRID,) * 3)) * GRID**3).real.ravel()


def real_space_local(x):
    field = np.zeros(len(M))
    for ion, partner in zip(ions, partners):
        d = (frac_grid - ion[3])[:, None, :] + images[None, :, :]
        r = np.maximum(np.linalg.norm(d @ x, axis=2), 1e-8)
        field += (potential(r, *ion[:3])
                  + potential(r, *partner[:3])).sum(axis=1)
    return np.mean(density * field)


comp_sum, comp_alpha, comp_form = local_parts(cell, N, ions + partners)
assert abs(real_space_local(cell) - comp_sum - comp_alpha) < 1e-7
comp_stress = comp_form - np.eye(3) * (comp_sum + comp_alpha) / volume
real_slope = strain_slope(real_space_local, cell)
error_real = np.max(np.abs(real_slope - six(comp_stress)))
assert error_real < 2e-8

GPA = (physical_constants["Hartree energy"][0]
       / physical_constants["Bohr radius"][0]**3 / 1e9)


def show(label, values):
    print(label, " ".join(f"{x:.4f}" for x in 1e3 * np.asarray(values)))


print("Units: Hartree atomic units unless stated")
for name, row in zip(("a1", "a2", "a3"), cell):
    print(f"{name} (bohr):", row)
print(f"volume (bohr^3): {volume:.3f}")
print(f"electrons: {N[0].real:.1f}; plane waves: {len(basis)}")
for name, ion in zip("AB", ions):
    print(f"ion {name}: Z={ion[0]}, rc={ion[1]} bohr, C={ion[2]} Ha")
    print(f"  fractional position: {ion[3]}")
    print(f"  alpha (Ha bohr^3): {alpha(*ion[:3]):.5f}")
print("One reciprocal vector, integers (0,0,1):")
print(f"  Gz (1/bohr): {G[k, 2]:.6f}; G^2 (1/bohr^2): {g2[k]:.6f}")
F, D = 0, 0
for name, ion in zip("AB", ions):
    v, dv = form_factor(g2[k], *ion[:3])
    phase = np.exp(-2j * np.pi * (M[k] @ ion[3]))
    F, D = F + phase * v, D + phase * dv
    print(f"  {name}: v={v:.5f} Ha bohr^3, v'={dv:.5f} Ha bohr^5")
print(f"  N_G (electrons): {N[k]:.5f}")
print(f"  phased sum of v (Ha bohr^3): {F:.5f}")
print(f"  phased sum of v' (Ha bohr^5): {D:.5f}")
pair_e = 2 * (N[k].conj() * F).real / volume
pair_s = -4 * (N[k].conj() * D).real * G[k, 2]**2 / volume**2
print(f"  +-G pair, energy (Ha): {pair_e:.6f}")
show("  +-G pair, zz form-factor stress (1e-3 Ha/bohr^3):", [pair_s])
print(f"E_local from G!=0 (Ha): {e_sum:.6f}")
print(f"E_alphaZ (Ha): {e_alpha:.6f}")
print(f"E_local total (Ha): {e_sum + e_alpha:.6f}")
print("Stress in 1e-3 Ha/bohr^3, order xx yy zz yz xz xy:")
show("  volume part, G!=0:", six(s_volume))
show("  form-factor part:", six(s_form))
show("  alpha-Z part:", six(s_alpha))
show("  local total:", six(s_local))
show("  kinetic:", six(s_kin))
show("  Hartree:", six(s_H))
show("  electronic total, formula:", six(s_electronic))
show("  electronic total, differences:", relaxed[:, 0])
show("  relaxed local energy alone, differences:", relaxed[:, 1])
print(f"largest error, electronic (Ha/bohr^3): {error_scf:.1e}")
print(f"largest error, real-space local (Ha/bohr^3): {error_real:.1e}")
print(f"alpha-Z pressure (GPa): {e_alpha / volume * GPA:.4f}")
print(f"local pressure (GPa): {-np.trace(s_local) / 3 * GPA:.4f}")
print("Neutral-atom test, ions as above but Z_A=3, 4 electrons:")
print(f"  cloud widths (bohr): {widths}")
print(f"  N_e * sum alpha (Ha bohr^3): {4 * atom_alpha:.4f}")
for vol_big, gap in missing:
    print(f"  V={vol_big:.2f} bohr^3: missing E={gap:.6f} Ha,"
          f" E*V={gap * vol_big:.4f} Ha bohr^3")
print("tests ok")
```

Running it gives:

```
Units: Hartree atomic units unless stated
a1 (bohr): [7. 0. 0.]
a2 (bohr): [0.5 7.5 0. ]
a3 (bohr): [0.3 0.4 8. ]
volume (bohr^3): 420.000
electrons: 2.0; plane waves: 179
ion A: Z=1.0, rc=0.8 bohr, C=0.6 Ha
  fractional position: [0.1 0.2 0.1]
  alpha (Ha bohr^3): 8.85952
ion B: Z=1.0, rc=1.0 bohr, C=0.3 Ha
  fractional position: [0.4  0.45 0.35]
  alpha (Ha bohr^3): 11.00807
One reciprocal vector, integers (0,0,1):
  Gz (1/bohr): 0.785398; G^2 (1/bohr^2): 0.616850
  A: v=-12.75101 Ha bohr^3, v'=31.18998 Ha bohr^5
  B: v=-11.49430 Ha bohr^3, v'=30.00783 Ha bohr^5
  N_G (electrons): 0.07148-0.32466j
  phased sum of v (Ha bohr^3): -3.55960+16.79393j
  phased sum of v' (Ha bohr^5): 7.59506-42.60985j
  +-G pair, energy (Ha): -0.027175
  +-G pair, zz form-factor stress (1e-3 Ha/bohr^3): -0.2011
E_local from G!=0 (Ha): -0.056762
E_alphaZ (Ha): 0.094608
E_local total (Ha): 0.037845
Stress in 1e-3 Ha/bohr^3, order xx yy zz yz xz xy:
  volume part, G!=0: 0.1351 0.1351 0.1351 0.0000 0.0000 0.0000
  form-factor part: -0.0789 -0.1596 -0.2257 0.0200 0.0118 0.0111
  alpha-Z part: -0.2253 -0.2253 -0.2253 -0.0000 -0.0000 -0.0000
  local total: -0.1690 -0.2497 -0.3158 0.0200 0.0118 0.0111
  kinetic: -0.0155 -0.0316 -0.0436 0.0033 0.0018 0.0017
  Hartree: -0.0179 -0.0084 0.0031 -0.0011 -0.0004 -0.0005
  electronic total, formula: -0.2024 -0.2897 -0.3563 0.0222 0.0132 0.0124
  electronic total, differences: -0.2024 -0.2897 -0.3563 0.0222 0.0132 0.0124
  relaxed local energy alone, differences: -0.1846 -0.3609 -0.4911 0.0500 0.0311 0.0287
largest error, electronic (Ha/bohr^3): 6.2e-12
largest error, real-space local (Ha/bohr^3): 7.4e-13
alpha-Z pressure (GPa): 6.6273
local pressure (GPa): 7.2031
Neutral-atom test, ions as above but Z_A=3, 4 electrons:
  cloud widths (bohr): [1.6, 1.8]
  N_e * sum alpha (Ha bohr^3): 111.6403
  V=420.00 bohr^3: missing E=0.265810 Ha, E*V=111.6403 Ha bohr^3
  V=725.76 bohr^3: missing E=0.153825 Ha, E*V=111.6403 Ha bohr^3
tests ok
```
